\section*{First-order g shifts of an axial p_z dangling bond}

\section*{Which separation, and which moment?}

\textbf{Q:} I am told that spin-orbit mixing shifts the perpendicular $g$ value of an axial $p_z$ dangling bond by an amount set by ``the $p_x,p_y$ separation''. In an axial defect $p_x$ and $p_y$ are degenerate. What separation can that be?

\textbf{A:} It cannot be the distance between $p_x$ and $p_y$, which is zero. The relevant quantity is the distance from the $p_z$ level to the degenerate pair. Let the defect axis be $z$ and define
\begin{equation}
D=E(p_x,p_y)-E(p_z),\qquad \Delta=|D| .
\end{equation}
The sign of $D$ matters: it is positive for an empty pair above $p_z$ and negative for a filled pair below it.

I take independent electrons, one of them unpaired in $p_z$, with $p$ orbitals on a single atom. With $\mathbf L$ and $\mathbf S$ in units of $\hbar$,
\begin{equation}
H=H_0+\lambda\,\mathbf L\cdot\mathbf S+\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S),
\end{equation}
where $\lambda>0$ is the one-electron spin-orbit constant and $g_e=2.002319$. I assume $\lambda\ll\Delta$ and a Zeeman energy much smaller than the level spacings.

\textbf{Q:} A real $p_z$ orbital carries no orbital moment. Why should its $g$ value differ from $g_e$ at all?

\textbf{A:} The moment vanishes as an expectation value, but $\mathbf L$ still connects $p_z$ to other orbitals. Write $p_a=r_a f(r)$ and $\mathbf L=-i\,\mathbf r\times\nabla$. A rotation leaves $f(r)$ unchanged, so $\mathbf L$ acts on the factor $r_a$ alone:
\begin{align}
L_xp_z&=-i(y\partial_z-z\partial_y)\,z f=-i\,p_y,\nonumber\\
L_yp_z&=-i(z\partial_x-x\partial_z)\,z f=i\,p_x,\qquad L_zp_z=0. \label{action}
\end{align}
The same operators give $L_xp_y=i\,p_z$ and $L_yp_x=-i\,p_z$, while $L_xp_x=L_yp_y=0$. Spin-orbit coupling uses these connections to mix $p_x$ and $p_y$ into the doublet, and the mixed state can carry a moment.

\section*{The first-order shift}

\textbf{Q:} The doublet is degenerate in spin. May you use ordinary perturbation theory?

\textbf{A:} Yes. Inside the doublet the perturbation is $\lambda\langle p_z|\mathbf L|p_z\rangle\cdot\mathbf S=0$, so it selects no particular spin direction. For any spin state $\chi$, the first-order admixture has the denominator $E(p_z)-E(p_x,p_y)=-D$. Using (\ref{action}),
\begin{equation}
|\tilde\chi\rangle=|p_z\chi\rangle-\frac{\lambda}{D}
\left[-i|p_y\rangle S_x\chi+i|p_x\rangle S_y\chi\right]. \label{mixed}
\end{equation}
The $L_zS_z$ part contributes nothing, because $L_zp_z=0$. The spin-orbit splitting within the pair itself would change the denominator by an amount of order $\lambda$, which affects the next order.

\textbf{Q:} Show me the factor of two. A first-order admixture has only one factor $\lambda/D$.

\textbf{A:} The matrix element of $L_x$ has two cross terms, with the admixture in the ket or in the bra. The ket term is
\begin{equation}
-\frac{\lambda}{D}(-i)\langle p_z|L_x|p_y\rangle\langle\chi'|S_x|\chi\rangle
=-\frac{\lambda}{D}(-i)(i)\langle\chi'|S_x|\chi\rangle
=-\frac{\lambda}{D}\langle\chi'|S_x|\chi\rangle .
\end{equation}
The bra term is its Hermitian counterpart and has the same value. Within the doublet, therefore,
\begin{equation}
L_x\longrightarrow-\frac{2\lambda}{D}S_x .
\end{equation}
For $L_y$ the ket term contains $(i)\langle p_z|L_y|p_x\rangle=(i)(-i)=1$, so $L_y\to-(2\lambda/D)S_y$. For $L_z$ both cross terms vanish.

The spin operator is diagonal in the orbitals, and the admixed orbitals are orthogonal to $p_z$. It therefore has no cross term and changes first at order $\lambda^2$. The Zeeman term becomes
\begin{equation}
H_{\rm eff}=\mu_B\left[g_e\mathbf B\cdot\mathbf S-
\frac{2\lambda}{D}(B_xS_x+B_yS_y)\right],
\end{equation}
from which
\begin{equation}
g_\parallel=g_e+O(\lambda^2/D^2),\qquad
g_\perp=g_e-\frac{2\lambda}{D}+O(\lambda^2/D^2). \label{main}
\end{equation}
A spin pointing along $x$ thus induces a small orbital moment along $x$. A spin along $z$ induces none at this order.

\textbf{Q:} If $p_x$ and $p_y$ are filled, Pauli exclusion forbids the unpaired electron from mixing into them. Does the formula then fail?

\textbf{A:} It survives, and the total energy shows why. For independent electrons that energy is a sum of one-electron energies. Collect the filled levels into a set closed under time reversal. Its linear Zeeman energy is the trace of the magnetic moment over the set. Time reversal maps the set onto itself but reverses the moment, so the trace equals its own negative and vanishes.

The two lowest many-electron states hold the same filled levels and differ in which member of the last Kramers pair is occupied. Their splitting is that of the one-electron pair, to which (\ref{main}) applies with $D=-\Delta$:
\begin{equation}
\Delta g_\perp=\begin{cases}
-2\lambda/\Delta, & \text{empty pair above }p_z,\\
+2\lambda/\Delta, & \text{filled pair below }p_z.
\end{cases}
\end{equation}
A five-electron calculation with $\lambda=0.02$ eV and a filled pair 5 eV below $p_z$ builds the antisymmetric states explicitly. It gives $g_\perp=2.010287$, equal to the one-electron result at the digits shown.

\section*{How good is ``unshifted''?}

\textbf{Q:} First-order statements can conceal large remainders. Can you solve the model without expanding?

\textbf{A:} Yes, because $j_z=m+s_z$ is conserved at zero field. Let $|0\rangle=p_z$ and let $|\pm1\rangle$ be the transverse orbitals with $L_z=\pm1$. Use
\begin{equation}
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+),\qquad L_+|0\rangle=\sqrt2\,|1\rangle .
\end{equation}
In the basis $\{|0\uparrow\rangle,|1\downarrow\rangle\}$, with $j_z=1/2$,
\begin{equation}
H=\begin{pmatrix}0&\lambda/\sqrt2\\ \lambda/\sqrt2&D-\lambda/2\end{pmatrix}.
\end{equation}
Let $c=\cos\theta$, $s=\sin\theta$. The doublet that grows out of $p_z$ is
\begin{equation}
|+\rangle=c|0\uparrow\rangle-s|1\downarrow\rangle,\qquad
|-\rangle=c|0\downarrow\rangle-s|{-1}\uparrow\rangle .
\end{equation}
The matrix element between $|+\rangle$ and the orthogonal state $s|0\uparrow\rangle+c|1\downarrow\rangle$ must vanish:
\begin{equation}
(c^2-s^2)\frac{\lambda}{\sqrt2}-sc\left(D-\frac\lambda2\right)=0
\quad\Longrightarrow\quad
\tan2\theta=\frac{\sqrt2\,\lambda}{D-\lambda/2}, \label{angle}
\end{equation}
with $\theta\to0$ as $\lambda/D\to0$.

For a parallel field, $g_\parallel$ is twice the moment in $|+\rangle$:
\begin{equation}
g_\parallel=2\left[s^2+\frac{g_e}{2}(c^2-s^2)\right]
=g_e\cos2\theta+2\sin^2\theta .
\end{equation}
For a field along $x$, the diagonal elements vanish because $L_x$ and $S_x$ change $j_z$. The off-diagonal element $M$ gives a splitting $2|M|\mu_BB$. Each of the two orbital terms in $M$ equals $-cs/\sqrt2$, and the spin term is $g_ec^2/2$. Hence
\begin{equation}
g_\perp=2M=g_ec^2-2\sqrt2\,cs
=g_e\cos^2\theta-\sqrt2\sin2\theta .
\end{equation}
Its magnitude fixes the splitting.

\textbf{Q:} Now expand it, keeping the sign of $D$.

\textbf{A:} Put $x=\lambda/D$. From (\ref{angle}), $2\theta=\sqrt2\,x(1+x/2)+O(x^3)$. To second order,
\begin{equation}
\sin2\theta=\sqrt2\,x+\frac{x^2}{\sqrt2},\qquad
\sin^2\theta=\frac{x^2}{2},\qquad \cos2\theta=1-x^2 .
\end{equation}
Substitution gives
\begin{align}
g_\parallel&=g_e(1-x^2)+x^2=g_e-(g_e-1)x^2,\\
g_\perp&=g_e\left(1-\frac{x^2}{2}\right)-2x-x^2
=g_e-2x-\left(1+\frac{g_e}{2}\right)x^2 .
\end{align}
So $g_\parallel$ does shift, but quadratically, and downwards for either sign of $D$.

\textbf{Q:} What happens when the crystal splitting disappears?

\textbf{A:} The expansion fails, but the closed form still works. Follow the lower doublet from $D>0$ to $D=0$ with $\lambda>0$. The angle $2\theta$ passes continuously through $\pi/2$ at $D=\lambda/2$. At $D=0$, $\tan2\theta=-2\sqrt2$, so $\cos2\theta=-1/3$, $\sin2\theta=2\sqrt2/3$, $s^2=2/3$ and $c^2=1/3$. Then
\begin{equation}
g_\parallel=\frac{4-g_e}{3},\qquad g_\perp=-\frac{4-g_e}{3}.
\end{equation}
The magnitudes agree, as they must for a spherical atom, and are close to $2/3$, the Land\'e value for $p_{1/2}$. The relative sign does not affect the splittings.

\section*{A silicon bond in a low-$k$ film}

\textbf{Q:} What numbers does the ideal model give?

\textbf{A:} Take a silicon dangling bond with a single, filled transverse channel. These numbers illustrate the model and do not predict the spectrum of an organosilicate low-$k$ film, where, as the last section shows, the single-channel assumption can fail even in sign. Rough round parameters are $\lambda=0.02$ eV and a filled transverse pair $\Delta=5$ eV below $p_z$. Then
\begin{equation}
\Delta g_\perp\simeq\frac{2(0.02)}{5}=0.0080 .
\end{equation}
Diagonalization gives $g_\perp=2.010287$ and $g_\parallel=2.002303$. Moving the pair 5 eV above $p_z$ instead gives $g_\perp=1.994287$, so the sign reverses as derived.

The parallel shift is $-1.597\times10^{-5}$, against $-1.604\times10^{-5}$ from the second-order formula. The perpendicular remainder beyond $2\lambda/\Delta$ is $-3.205\times10^{-5}$, against $-3.202\times10^{-5}$. Halving $\lambda$ gives this remainder an effective exponent of 2.001, close to the derived leading power of 2.

\textbf{Q:} The admixed weight must be tiny. Can it really cause a shift of 0.008?

\textbf{A:} The weight is $\sin^2\theta\simeq\lambda^2/(2\Delta^2)=8.0\times10^{-6}$. The shift is linear in the amplitude, which is much larger than its square. If the orbital part is removed from the Zeeman term while the mixing is kept, the perpendicular shift falls to $-1.6\times10^{-5}$. The first-order shift therefore comes from the induced orbital moment, not from the small loss of spin moment.

\textbf{Q:} What would the spectrum of a disordered film look like?

\textbf{A:} For a field at angle $\beta$ to the axis, the effective Zeeman vector has components $g_\parallel\cos\beta$ and $g_\perp\sin\beta$. Its length gives
\begin{equation}
g(\beta)^2=g_\parallel^2\cos^2\beta+g_\perp^2\sin^2\beta .
\end{equation}
To first order $g(\beta)=g_e+\Delta g_\perp\sin^2\beta$. For random axes, with $u=\cos\beta$ uniformly distributed,
\begin{equation}
\langle\sin^2\beta\rangle=\frac12\int_{-1}^{1}(1-u^2)\,du=\frac23 ,
\end{equation}
so the mean shift is $4\lambda/(3\Delta)=0.0053$. The average of the diagonalized values is $g=2.007628$, consistent with this to second-order accuracy.

At 9.5 GHz the resonance condition $B=h\nu/(g\mu_B)$ gives 338.99 mT for a parallel field and 337.64 mT for a perpendicular one. Random orientation spreads the model line over 1.35 mT, before any other broadening.

\section*{Where the ideal model breaks}

\textbf{Q:} An amorphous network is hardly axial. What if $p_x$ and $p_y$ differ?

\textbf{A:} By (\ref{action}), $L_x$ connects $p_z$ to $p_y$, so a field along $x$ senses the $p_y$ energy, and a field along $y$ senses $p_x$. With $p_x$ and $p_y$ at 4.5 and 5.5 eV below $p_z$, the shifts are $0.04/5.5=0.0073$ along $x$ and $0.04/4.5=0.0089$ along $y$. The distance between $p_x$ and $p_y$ controls this inequality. At fixed mean depth it changes the average of the two shifts only at second order in that distance.

\textbf{Q:} My larger worry is bonding. Silicon $p_x$ and $p_y$ belong to both filled bonds and empty antibonds.

\textbf{A:} That is the more serious correction. Let the dangling orbital have weight $q$ in the local $p_z$. Let each filled transverse orbital have local $p$ weight $w$ at depth $\Delta_v$, and its empty partner weight $1-w$ at height $\Delta_c$. The matrix element of $L_x$ from the dangling orbital has squared magnitude $qw$ to the filled orbital and $q(1-w)$ to the empty one. One factor of the matrix element comes from spin-orbit coupling and one from the Zeeman term, so
\begin{align}
\Delta g_\perp&=-2\lambda\left[\frac{qw}{-\Delta_v}+\frac{q(1-w)}{\Delta_c}\right]\nonumber\\
&=2\lambda q\left[\frac{w}{\Delta_v}-\frac{1-w}{\Delta_c}\right]. \label{channels}
\end{align}
This counts angular momentum and spin-orbit coupling on the central atom alone. An $s$ component of the dangling orbital adds nothing, since $\mathbf L$ annihilates it.

Take a $p$ fraction of 0.75 on the atom and 0.80 of the orbital located there, so $q=0.60$. One full filled channel would then give $0.60(0.0080)=0.0048$. With $\Delta_v=5$ eV, $\Delta_c=8$ eV and $w=0.5$,
\begin{equation}
\Delta g_\perp=0.024\,(0.1000-0.0625)=0.0009 .
\end{equation}
With all else held fixed and $w=0.3$,
\begin{equation}
\Delta g_\perp=0.024\,(0.0600-0.0875)=-0.0007 .
\end{equation}
Setting the bracket in (\ref{channels}) to zero gives $w=\Delta_v/(\Delta_v+\Delta_c)=0.385$. Below that weight the empty channel wins. These weights are illustrative, not computed for a particular film.

\textbf{Q:} Then how should I compare the model with real silicon defects?

\textbf{A:} The chosen $\lambda$ is of the usual size for silicon $3p$ electrons, and energies of several eV are reasonable for bonding levels. Silicon-backed dangling bonds at the silicon--oxide interface show a positive perpendicular shift, very roughly 0.006. Oxygen-backed ones in silica show small negative shifts, roughly 0.002 in magnitude. The single-channel value 0.0080 has the sign and order of magnitude of the first kind, but this is no test of the model: it depends on the chosen $\Delta$, on setting $q=1$ and on leaving out the empty channel. For the second kind it has the wrong sign.

A real low-$k$ film breaks the assumption of a single pure-$p$ channel, which in the examples above moves 0.0080 to 0.0009 or $-0.0007$. Equation (\ref{channels}) allows a negative sign when the filled bonds have little silicon weight. Whether this explains the shift of oxygen-backed bonds remains open, because the weights have not been computed for them here. Spin-orbit coupling and angular momentum on neighbours are also missing. With $\lambda=0.02$ eV there and 0.20 of the orbital outside the central atom, a full filled channel on the neighbours alone would give $2(0.02)(0.20)/5=0.0016$. Cross terms between the central atom and a neighbour can be larger, because they contain products of amplitudes. For $w=0.5$ and aligned $p$ orbitals on one neighbour, those in the filled channel have size $4(0.02)\sqrt{0.30\times0.10}/5=0.0028$. The empty partner has the opposite relative phase and the opposite denominator, so its cross terms, of size $4(0.02)\sqrt{0.30\times0.10}/8=0.0017$, add to these and give 0.0045 in all. The common sign depends on the relative phases of the orbitals. The neglected part can therefore exceed either two-channel result and reverse its sign.

\textbf{Q:} Do relativity, the operating field or temperature matter too?

\textbf{A:} The simple estimates below are smaller than the bonding corrections above. The relativistic kinetic-energy correction reduces the spin Zeeman term by a fraction of about $T/(mc^2)$, where $T$ is the kinetic energy. For an illustrative $T=15$ eV this shifts $g$ by $-5.9\times10^{-5}$. A $3p$ electron in a free silicon atom has a kinetic energy nearer 26 eV, which gives about $-1.0\times10^{-4}$. A diamagnetic spin-orbit term of the same order and opposite sign cancels part of this; in the hydrogen ground state it removes one third. The remainder still exceeds the second-order parallel shift in magnitude. Neighbours off the axis can also shift $g_\parallel$ at first order in their spin-orbit coupling, and measured parallel shifts of silicon dangling bonds are several $10^{-4}$. The computed shift of $g_\parallel$ therefore describes the model, not a real defect.

An electric field of 2 MV/cm acting over 0.2 nm moves a level by 0.04 eV. If all of that reduces $\Delta$ in the single-channel model, the shift grows by $6.5\times10^{-5}$. This leaves out any change of the orbital weights caused by the field. At 400 K the Boltzmann factor for 5 eV is about $10^{-63}$, so thermal occupation of the excited configuration is negligible. This does not cover thermal motion of the atoms, which can change $\Delta$ and the orbital weights.

\section*{Values computed for the example and the checks}
\begin{verbatim}
free-electron g_e (no unit): 2.002319
input spin-orbit constant: 0.020 eV
input depth of filled p_x,p_y below p_z: 5.0 eV
input microwave frequency: 9.5 GHz
lam/Delta (no unit): 0.0040
first-order shift 2 lam/Delta (no unit): 0.008000
g_parallel, diagonalized (no unit): 2.002303
g_perpendicular, filled pair (no unit): 2.010287
g_perpendicular, five electrons (no unit): 2.010287
g_perpendicular, empty pair above (no unit): 1.994287
g_parallel - g_e, diagonalized (no unit): -1.597e-05
g_parallel - g_e, second-order formula (no unit): -1.604e-05
g_perp remainder, diagonalized (no unit): -3.205e-05
g_perp remainder, second-order formula (no unit): -3.202e-05
power of lam in that remainder (no unit): 2.001
admixed p_x,p_y weight (no unit): 7.968e-06
g_perp shift with spin Zeeman only (no unit): -1.595e-05
g at 35 degrees from the axis (no unit): 2.004933
g averaged over random axes (no unit): 2.007628
resonance field at g_e: 338.984 mT
resonance field, B parallel to axis: 338.986 mT
resonance field, B perpendicular: 337.640 mT
width of powder pattern: 1.346 mT
input unequal depths p_x, p_y: 4.5, 5.5 eV
shift for B along x, along y (no unit): 0.007273, 0.008889
input p fraction on the atom (no unit): 0.75
input dangling weight on the atom (no unit): 0.80
local p_z weight q (no unit): 0.60
one filled channel, scaled by q (no unit): 0.004800
input height of empty transverse pair: 8.0 eV
two-channel shift at filled weight w=0.5 (no unit): 0.000900
two-channel shift at filled weight w=0.3 (no unit): -0.000660
filled weight w at which the shift vanishes (no unit): 0.385
input neighbour spin-orbit constant: 0.020 eV
size of neighbour spin-orbit term (no unit): 0.001600
input kinetic energy for mass correction: 15 eV
size of relativistic mass correction (no unit): -5.88e-05
input electric field: 2.0 MV/cm
input length for level movement: 0.2 nm
level movement in that field: 0.040 eV
resulting change of g shift (no unit): 6.45e-05
input operating temperature: 400 K
log10 of thermal excitation factor (no unit): -63.0
\end{verbatim}
